\section*{Exchange Finite-Size Error from the Omitted Zero-Wavevector Term}

\section{The omitted term}

\textbf{Q.} My periodic Hartree--Fock program drops the zero-wavevector Coulomb term, in exchange as well as in electrostatics. The cell is neutral, so that term cancels. Why should exchange need special treatment?

\textbf{A.} Neutrality cancels its divergence in the electrostatic energy, where electrons and nuclei appear together; a finite error of order $L^{-3}$ remains if the cell has a dipole moment, as Eq.~\eqref{electro} shows. Exchange contains no nuclei. Take a cubic supercell of side $L$ and volume $\Omega=L^3$, sampled at one point, with $N$ orthonormal spin-orbitals $\phi_i$ of occupation one. In Hartree atomic units,
\begin{equation}
E_x=-\frac12\sum_{ij}\iint \rho_{ij}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\rho_{ij}^*(\mathbf r')\,d\mathbf r\,d\mathbf r',
\qquad \rho_{ij}=\phi_i^*\phi_j ,
\label{ex}
\end{equation}
where $i$ and $j$ have the same spin. Your program uses the kernel
\begin{equation}
v_E(\mathbf r)=\frac1\Omega\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}\,e^{i\mathbf G\cdot\mathbf r}.
\label{ve}
\end{equation}
The term left out multiplies $|\int\rho_{ij}\,d\mathbf r|^2=\delta_{ij}$. The pairs $i\neq j$ carry no net charge and escape the divergence; for a localized system they keep only a finite error of order $L^{-3}$, included in Eq.~\eqref{final}. Each of the $N$ pairs $i=j$, however, carries one unit of charge, and nothing compensates that charge.

\textbf{Q.} But the coefficient $4\pi/G^2$ is infinite at $\mathbf G=0$. You cannot want me to put it back.

\textbf{A.} Not as it stands. In an infinite system the wavevector is continuous, and the sum becomes an integral. There $1/q^2$ is harmless, because the volume element supplies $q^2$. What is missing is the finite difference between that integral and your sum.

\section{The size of the missing piece}

\textbf{Q.} Then compute that difference for something simple.

\textbf{A.} Take a unit charge with density $(\mu^2/\pi)^{3/2}e^{-\mu^2r^2}$. Its potential is $\mathrm{erf}(\mu r)/r$, with Fourier transform $4\pi e^{-q^2/4\mu^2}/q^2$. At its own centre, without a cell, the potential is
\begin{equation}
I=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\mu^2}
=\frac2\pi\int_0^\infty\! e^{-q^2/4\mu^2}dq=\frac{2\mu}{\sqrt\pi}.
\end{equation}
The periodic counterpart is
$S_\mu=\Omega^{-1}\sum_{\mathbf G\ne0}4\pi e^{-G^2/4\mu^2}/G^2$. To compare them, introduce a second width $\eta$ and the short-ranged function $f(r)=[\mathrm{erf}(\mu r)-\mathrm{erf}(\eta r)]/r$. Its transform at $G\to0$ follows from expanding the two exponentials:
\begin{equation}
\hat f(0)=4\pi\left(\frac1{4\eta^2}-\frac1{4\mu^2}\right)=\frac{\pi}{\eta^2}-\frac{\pi}{\mu^2}.
\end{equation}
Poisson's formula, $\sum_{\mathbf R}f(R)=\Omega^{-1}\sum_{\mathbf G}\hat f(\mathbf G)$ with $\mathbf R$ the lattice vectors, therefore gives
\begin{equation}
S_\mu=\sum_{\mathbf R}f(R)-\frac{\pi}{\Omega\eta^2}+\frac{\pi}{\Omega\mu^2}+S_\eta .
\label{poisson}
\end{equation}
The term $\mathbf R=0$ is $f(0)=2(\mu-\eta)/\sqrt\pi$. For $\mathbf R\neq0$ and $\mu L\gg1$, $\mathrm{erf}(\mu R)$ is one up to an exponentially small error, so $f(R)\simeq\mathrm{erfc}(\eta R)/R$. Collecting everything that does not contain $\mu$,
\begin{align}
S_\mu&\simeq\frac{2\mu}{\sqrt\pi}+\xi+\frac{\pi}{\Omega\mu^2},
\label{smu}\\
\xi&=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}
+\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}.
\label{xi}
\end{align}
Hence $I-S_\mu\simeq-\xi-\pi/(\Omega\mu^2)$, which tends to $-\xi$ for a point charge.

\textbf{Q.} What is $\xi$ physically, and does it depend on your $\eta$?

\textbf{A.} It cannot depend on $\eta$, because $S_\mu$ does not. It is the potential at a unit point charge due to its periodic images and the uniform background that neutralizes them, with the zero of potential fixed so that the total potential averages to zero over the cell, as the omission of $\mathbf G=0$ implies: the probe-charge, or Madelung, potential. The only length left is $L$, so $\xi=-\alpha/L$ with a pure number $\alpha$. Summing Eq.~\eqref{xi} numerically for the simple cubic lattice gives $\alpha=2.8373$.

For example, $\mu=1\ \mathrm{bohr}^{-1}$ and $L=16$ bohr give $I=1.128379$ and $S_\mu=0.951815$ hartree. The difference is $0.176564$ hartree. The formula gives $2.837297/16-\pi/16^3=0.177331-0.000767=0.176564$ hartree.

\section{From a probe charge to exchange}

\textbf{Q.} Electrons in orbitals are not point charges. Why may I use $\xi$ for them?

\textbf{A.} Because near the origin the periodic kernel is the bare one plus a nearly constant function. Let $w=v_E-1/r$. From Eq.~\eqref{ve}, $\nabla^2v_E=-(4\pi/\Omega)\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r}$, which is $-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/\Omega$. The bare $1/r$ removes the delta function at the origin, leaving $\nabla^2w=4\pi/\Omega$ there. Inversion symmetry forbids odd powers, and cubic symmetry allows only $cr^2$ at second order. Since $\nabla^2(cr^2)=6c$, we have $c=2\pi/(3\Omega)$ and
\begin{equation}
v_E(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\label{expand}
\end{equation}
The constant is the value of $w$ at the origin, which is $\xi$.

Now define the one-particle density matrix for each spin, $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$. Equation~\eqref{ex} reads $E_x=-\frac12\sum_\sigma\iint|\gamma_\sigma|^2v$. Orthonormality gives $\int|\gamma_\sigma(\mathbf r,\mathbf r')|^2d\mathbf r'=\gamma_\sigma(\mathbf r,\mathbf r)$: around each electron the exchange hole contains one unit of charge. If the hole is small compared with the cell, the main error of $v_E$ is its constant:
\begin{equation}
E_x[v_E]-E_x[1/r]\simeq-\frac12\left(-\frac{\alpha}{L}\right)\sum_\sigma\int\gamma_\sigma(\mathbf r,\mathbf r)\,d\mathbf r=\frac{N\alpha}{2L}.
\label{eshift}
\end{equation}
Omission weakens the attraction between an electron and its hole, so the energy is too high.

\textbf{Q.} And the eigenvalues? Surely they shift by the energy error per electron, $\alpha/(2L)$.

\textbf{A.} They shift by twice that. Add a constant $c$ to the exchange kernel. The exchange operator acting on a function $\phi$ of the same spin changes by
\begin{equation}
-\,c\sum_j\phi_j(\mathbf r)\int\phi_j^*(\mathbf r')\phi(\mathbf r')\,d\mathbf r'=-c\,(P\phi)(\mathbf r),
\label{projector}
\end{equation}
where $P$ projects on the occupied orbitals. An occupied eigenvalue changes by $-c$ and an unoccupied one by zero. The energy changes by $-\frac c2\sum_{ij}\delta_{ij}=-cN/2$. To cancel the constant in Eq.~\eqref{expand}, choose $c=\alpha/L$. This correction lowers occupied eigenvalues by $\alpha/L$ and the energy by $N\alpha/(2L)$, so its omission had raised them by these amounts.

The factor two arises because exchange is quadratic in the occupations. With occupations $f_i$ the added energy is $-\frac c2\sum_if_i^2$. Its derivative with respect to $f_i$ is $-cf_i$, which is $-c$ for a full orbital and $0$ for an empty one. The same expression shows where the simple energy formula ends: with fractional occupations, $N$ must be replaced by $\sum_if_i^2$.

\textbf{Q.} You changed the Fock operator, so the orbitals will change too.

\textbf{A.} They do not. At fixed $N$ the added energy $-cN/2$ is the same for every determinant, so a determinant stationary without the correction is stationary with it. In operator terms, $P$ commutes with the self-consistent Fock operator $F$, and $F-cP$ has the same eigenfunctions. The correction can thus be applied after the calculation. One condition remains: the gap without the correction is smaller by $\alpha/L$, and if it closes, a procedure that fills the lowest levels may settle on another determinant.

\section{What the correction leaves behind}

\textbf{Q.} You kept only the constant in Eq.~\eqref{expand}. How large is the rest?

\textbf{A.} For a localized neutral system with a gap and no dipole moment, it can be calculated. Image overlap is then exponentially small, and the error comes from $w$ alone. Start with electrostatics. Let $\rho_t$ be the total charge density, with charge $Q$, dipole $\mathbf d$ and second moment $M=\int\rho_t r^2d\mathbf r$. Through second order $w$ contributes
\begin{align}
&\frac{\xi}{2}Q^2+\frac{\pi}{3L^3}\iint\rho_t(\mathbf r)\rho_t(\mathbf r')\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')\,d\mathbf r\,d\mathbf r'\nonumber\\
&\qquad=-\frac{\alpha Q^2}{2L}+\frac{2\pi}{3L^3}\left(QM-d^2\right)=0 .
\label{electro}
\end{align}
A charged cell would keep an electrostatic error, $-\alpha Q^2/(2L)$ to leading order, which is separate from that of exchange.

In exchange, insert $2\pi|\mathbf r-\mathbf r'|^2/(3L^3)$ into Eq.~\eqref{ex}. The terms $r^2$ and $r'^2$ each leave one factor $\int\rho_{ij}=\delta_{ij}$, while the cross term gives $-2|\langle i|\mathbf r|j\rangle|^2$:
\begin{align}
\Delta E_x&=-\frac12\,\frac{2\pi}{3L^3}\Big[2\sum_i\langle i|r^2|i\rangle-2\sum_{ij}|\langle i|\mathbf r|j\rangle|^2\Big]
=-\frac{2\pi}{3L^3}\,S,\\
S&=\sum_i\langle i|r^2|i\rangle-\sum_{ij}|\langle i|\mathbf r|j\rangle|^2 ,
\end{align}
again with $i,j$ of equal spin. $S$ is the gauge-invariant spread: it does not change when the occupied orbitals are mixed among themselves. The result is
\begin{equation}
E_{\rm omitted}(L)=E_\infty+\frac{N\alpha}{2L}-\frac{2\pi S}{3L^3}+O(L^{-5}).
\label{final}
\end{equation}
Here $S$ may be evaluated with the orbitals of the isolated system. The term in $1/L$ does not disturb them, and the perturbation of order $L^{-3}$ changes a minimized energy through relaxation only at order $L^{-6}$.

\textbf{Q.} Show me with more than one orbital, so that the terms $i\ne j$ matter.

\textbf{A.} Take two parallel H$_2$ molecules with bond length 1.4 bohr, 3 bohr apart, forming a rectangle. There are $N=4$ electrons and two occupied orbitals per spin. I solved the restricted Hartree--Fock equations self-consistently with three $s$ Gaussians on each atom, of exponents 0.25, 1 and 4 bohr$^{-2}$. The isolated system uses the bare kernel. The cells use $v_E$, evaluated by the splitting of Eq.~\eqref{poisson}. This level leaves out correlation and polarization functions, but both sides share the basis, so their difference isolates the cell error.

The isolated energy is $-2.185706$ hartree and $S=9.287$ bohr$^2$. At $L=16$ bohr the energy with omission is $-1.835810$ hartree, too high by $0.349896$ hartree. The correction is
\begin{equation}
\frac{N\alpha}{2L}=\frac{4\times2.837297}{2\times16}=0.354662\ \text{hartree}\quad(9.65\ \text{eV}),
\end{equation}
which leaves $0.349896-0.354662=-0.004766$ hartree. Equation~\eqref{final} predicts $-2\pi\times9.287/(3\times4096)=-0.004749$ hartree. Energy errors relative to the isolated system, in hartree, are:

\begin{center}
\begin{tabular}{cccc}
$L$ (bohr) & omitted & corrected & $-2\pi S/(3L^3)$\\
16 & 0.349896 & $-0.004766$ & $-0.004749$\\
24 & 0.235032 & $-0.001409$ & $-0.001407$\\
32 & 0.176737 & $-0.000594$ & $-0.000594$
\end{tabular}
\end{center}

\textbf{Q.} And the levels?

\textbf{A.} The highest occupied level of the isolated system is $-0.482612$ hartree. At $L=16$ bohr omission puts it at $-0.304319$ hartree. Subtracting $\alpha/L=0.177331$ hartree (4.83 eV) gives $-0.481650$ hartree, in error by $0.00096$ hartree. At $L=32$ bohr the corrected error is $0.00012$ hartree, smaller by a factor of 8.0, as an $L^{-3}$ law requires.

The lowest unoccupied level, which is limited by this small basis, is too high by $0.00485$ hartree at $L=16$ bohr with or without the correction. The gap therefore comes out too small by $0.178293-0.004852=0.173441$ hartree with omission, and too large by $0.0039$ hartree after correction.

The level errors of order $L^{-3}$ have two sources. One is the $r^2$ term in exchange, with the relaxation it causes. The other is a uniform electrostatic shift: for $Q=0$ and $\mathbf d=0$, the $r^2$ term gives an electron the potential energy $-2\pi M/(3L^3)$, independent of its position.

\section{Crystals and metals}

\textbf{Q.} I use a primitive cell with a $\mathbf k$ mesh. Which $L$ do I insert?

\textbf{A.} The side of the supercell that the mesh represents. For a cubic cell of side $a$ and a uniform $m\times m\times m$ mesh, the Bloch orbitals on the mesh are orthonormal orbitals of a cell of side $L=ma$. The differences $\mathbf q=\mathbf k'-\mathbf k$, together with the primitive reciprocal vectors, are the reciprocal vectors of that supercell. The omitted term is the one with $\mathbf k=\mathbf k'$ and zero reciprocal vector. With $N_c$ electrons per primitive cell, the energy error per primitive cell is $N_c\alpha/(2ma)$ to leading order, and occupied levels are too high by $\alpha/(ma)$. A hybrid functional with a fraction of full-range exchange multiplies both by that fraction.

\textbf{Q.} Your argument needs a hole much smaller than the cell. A metal does not have one.

\textbf{A.} The leading term of the energy survives there, but the remainder falls more slowly. In the unpolarized electron gas of density $n=k_F^3/(3\pi^2)$, each spin has
\begin{equation}
\gamma(r)=\frac1{2\pi^2}\int_0^{k_F}\!k^2\,\frac{\sin kr}{kr}\,dk=\frac{k_F^3}{2\pi^2}\,\frac{j_1(x)}{x},\qquad x=k_Fr,
\end{equation}
where $j_1=\sin x/x^2-\cos x/x$. At large $r$, $|\gamma|^2$ falls as $r^{-4}$ apart from oscillations. The second moment $\int r^2|\gamma|^2r^2dr$, cut off near $r\sim L$, then grows as $L$. Multiplied by the $L^{-3}$ of Eq.~\eqref{expand}, it suggests a remainder of order $L^{-2}$ per electron. This is a scaling estimate, since the expansion itself fails at $r\sim L$.

The levels need more care. The shift $\alpha/L$ of an occupied level $\mathbf k$ requires that $\int\gamma(r)\,e^{-i\mathbf k\cdot\mathbf r}d\mathbf r=1$ be collected well inside the cell. At large $r$, $\gamma\simeq-k_F\cos(k_Fr)/(2\pi^2r^2)$, and the angular average of the plane wave is $\sin kr/(kr)$. The radial integrand therefore contains $\sin[(k_F-k)r]/r$, which converges only over $r\sim1/(k_F-k)$. For $k\to0$ the integrand tends to $-(2k_F/\pi)\cos k_Fr$, which does not decay, so there the unit charge is collected only on average over these rapid oscillations. In that sense the argument holds for $(k_F-k)L\gg1$. It fails for levels within about one mesh spacing $2\pi/L$ of the Fermi surface. Only the energy is examined below.

For numbers we need the infinite limit. With $j_0=\sin x/x$, the relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ give $(j_0^2+j_1^2)'=-4j_1^2/x$, so $\int_0^\infty j_1^2\,dx/x=\frac14$. The two spins together yield, per electron,
\begin{equation}
e_x=-\frac1n\int_0^\infty\!4\pi r^2\,\frac{|\gamma|^2}{r}\,dr
=-\frac{k_F^4}{\pi^3n}\cdot\frac14=-\frac{3k_F}{4\pi}.
\end{equation}
In the finite cell the orbitals are plane waves $\mathbf k=2\pi\mathbf n/L$ in closed shells, and Eq.~\eqref{ex} with $v_E$ becomes a sum over pairs of the $N/2$ integer vectors of one spin:
\begin{equation}
e_x(L)=-\frac1N\sum_{\mathbf n\ne\mathbf n'}\frac{4\pi}{L^3}\frac{L^2}{4\pi^2|\mathbf n-\mathbf n'|^2}
=-\frac1{\pi NL}\sum_{\mathbf n\ne\mathbf n'}\frac1{|\mathbf n-\mathbf n'|^2}.
\end{equation}
At $r_s=1$ bohr the limit is $-0.4582$ hartree. For $N=66$ the sum gives $-0.2640$, and subtracting $\alpha/(2L)=0.2178$ gives $-0.4818$ hartree, an error of $-0.0236$ hartree. For $N=1850$ the corresponding values are $-0.3895$, $0.0717$ and $-0.4611$, with an error of $-0.0030$ hartree. The error times $L^2$ is $-1.00$, $-1.22$ and $-1.17$ hartree bohr$^2$ for $N=66$, $514$ and $1850$. It is not constant: the other closed shells in this range of $N$ scatter between $-0.73$ and $-1.40$ hartree bohr$^2$. It shows no trend while $L$ triples, however, which is compatible with the estimate.
